# Mean free path at 1 Torr and flow in a micrometre trench: test program

```python
"""Mean free path of a dilute gas and the flow regime in a narrow trench.

Result under test: lambda = k T / (sqrt(2) sigma p), about 0.16 mm for
sigma = 0.4 nm^2, T = 900 K, p = 1 Torr; a 1 micrometre trench then has
Kn = lambda / width > 10, which is free-molecular flow.
Symbols: sigma = pi d^2 collision cross-section, d molecular diameter,
n number density, Kn Knudsen number.
Also tested: in a trench with diffuse, non-sticking walls the mean path per
visit is 4 depth and the mean number of wall hits is (2 depth + width)/width.
"""
import numpy as np
from scipy import constants as const


def mean_free_path(temperature, pressure, sigma):
    return const.k * temperature / (np.sqrt(2) * sigma * pressure)


def flow_regime(knudsen):
    if knudsen < 0.01:
        return "continuum"
    if knudsen < 0.1:
        return "slip"
    if knudsen <= 10:
        return "transition"
    return "free-molecular"


def relative_speed_ratio(points=80, top=8.0):
    """Mean relative speed over mean speed, by direct quadrature."""
    node, weight = np.polynomial.legendre.leggauss(points)
    speed = 0.5 * top * (node + 1)
    density = np.sqrt(2 / np.pi) * speed**2 * np.exp(-speed**2 / 2)
    prob = 0.5 * top * weight * density
    a = speed[:, None, None]
    b = speed[None, :, None]
    cosine = node[None, None, :]
    relative = np.sqrt(np.maximum(a**2 + b**2 - 2 * a * b * cosine, 0))
    mean_relative = np.einsum("i,j,k,ijk->", prob, prob, weight / 2, relative)
    return mean_relative / np.sum(prob * speed)


def counted_free_path(rng, number=1500, diameter=0.1, step=0.04, repeats=12):
    """Path per encounter of moving spheres in a periodic unit box.

    Straight-line motion, thermal speed unit 1 per component. Pairs that
    overlap at the start are not counted as new encounters.
    """
    first, second = np.triu_indices(number, 1)
    path, encounters = 0.0, 0
    for _ in range(repeats):
        position = rng.random((number, 3))
        velocity = rng.normal(size=(number, 3))
        path += step * np.linalg.norm(velocity, axis=1).sum()
        r = position[first] - position[second]
        r -= np.round(r)
        g = velocity[first] - velocity[second]
        rg = np.einsum("ij,ij->i", r, g)
        gg = np.einsum("ij,ij->i", g, g)
        gap = np.einsum("ij,ij->i", r, r) - diameter**2
        disc = rg**2 - gg * gap
        possible = (gap > 0) & (rg < 0) & (disc > 0)
        entry = (-rg[possible] - np.sqrt(disc[possible])) / gg[possible]
        encounters += np.count_nonzero(entry < step)
    # each encounter ends a free path for both partners
    counted = path / (2 * encounters)
    expected = 1 / (np.sqrt(2) * (number - 1) * np.pi * diameter**2)
    return counted, expected


def trace_trench(rng, width, depth, count=200000):
    """Mean path and wall hits per visit, cosine-law emission, long trench."""
    x = width * rng.random(count)
    z = np.zeros(count)
    normal_x = np.zeros(count)
    normal_z = np.ones(count)
    path, hits = 0.0, 0
    while x.size:
        u = 1 - rng.random(x.size)
        along = np.sqrt(u)
        across = np.sqrt(1 - u) * np.cos(2 * np.pi * rng.random(x.size))
        across = np.where(across == 0, 1e-15, across)
        dx = normal_x * along + normal_z * across
        dz = normal_z * along + normal_x * across
        to_side = np.where(dx > 0, width - x, x) / np.abs(dx)
        to_end = np.where(dz > 0, depth - z, z) / np.abs(dz)
        length = np.minimum(to_side, to_end)
        path += length.sum()
        side = to_side < to_end
        stays = side | (dz > 0)
        hits += np.count_nonzero(stays)
        new_x = np.where(side, np.where(dx > 0, width, 0.0), x + dx * length)
        new_z = np.where(side, z + dz * length, depth)
        x = np.clip(new_x, 0, width)[stays]
        z = np.clip(new_z, 0, depth)[stays]
        normal_x = np.where(side, -np.sign(dx), 0.0)[stays]
        normal_z = np.where(side, 0.0, -1.0)[stays]
    return path / count, hits / count


rng = np.random.default_rng(12345)

# model parameters in SI units
sigma = 0.4e-18
temperature = 900.0
pressure = const.torr
width = 1e-6
depth = 10e-6
reactor_gap = 0.05

density = pressure / (const.k * temperature)
diameter = np.sqrt(sigma / np.pi)
free_path = mean_free_path(temperature, pressure, sigma)
knudsen = free_path / width
knudsen_reactor = free_path / reactor_gap
free_path_atm = mean_free_path(temperature, 760 * const.torr, sigma)
knudsen_atm = free_path_atm / width

# quadrature has a weak kink where the two velocities coincide
ratio = relative_speed_ratio()
assert abs(ratio - np.sqrt(2)) < 1e-3

# random counting: statistical error is below one percent
counted, expected = counted_free_path(rng)
assert abs(counted / expected - 1) < 0.03

# random wall-to-wall flights: statistical error is about one percent
path_um, wall_hits = trace_trench(rng, width * 1e6, depth * 1e6)
path_formula_um = 4 * depth * 1e6
hits_formula = (2 * depth + width) / width
assert abs(path_um / path_formula_um - 1) < 0.04
assert abs(wall_hits / hits_formula - 1) < 0.04

gas_per_visit = 4 * depth / free_path
gas_per_hit = gas_per_visit / hits_formula
traced_gas_per_hit = path_um * 1e-6 / free_path / wall_hits
assert traced_gas_per_hit < 0.05

assert density * diameter**3 < 1e-3
assert abs(free_path * 1e3 - 0.16) < 0.005
assert flow_regime(knudsen) == "free-molecular"
assert flow_regime(knudsen_reactor) == "continuum"
assert flow_regime(knudsen_atm) == "transition"

print(f"cross-section: {sigma * 1e18:.1f} nm^2")
print(f"temperature: {temperature:.0f} K")
print(f"pressure: {pressure:.3f} Pa (1 Torr)")
print(f"thermal energy kT: {const.k * temperature:.4e} J")
print(f"number density n: {density:.4e} m^-3")
print(f"molecular diameter d: {diameter * 1e9:.3f} nm")
print(f"diluteness n d^3: {density * diameter**3:.2e}")
print(f"relative/mean speed, quadrature: {ratio:.4f}")
print(f"square root of 2: {np.sqrt(2):.4f}")
print(f"counted free path, box units: {counted:.5f}")
print(f"formula free path, box units: {expected:.5f}")
print(f"mean free path: {free_path * 1e3:.4f} mm")
print(f"mean free path: {free_path * 1e6:.1f} micrometre")
print(f"value if sqrt(2) is left out: {np.sqrt(2) * free_path * 1e3:.4f} mm")
print(f"trench width: {width * 1e6:.1f} micrometre")
print(f"trench depth: {depth * 1e6:.1f} micrometre")
print(f"Knudsen number of trench: {knudsen:.1f}")
print(f"regime in trench: {flow_regime(knudsen)}")
print(f"width at which Kn = 10: {free_path / 10 * 1e6:.1f} micrometre")
print(f"path per visit, traced: {path_um:.2f} micrometre")
print(f"path per visit, formula: {path_formula_um:.2f} micrometre")
print(f"wall hits per visit, traced: {wall_hits:.2f}")
print(f"wall hits per visit, formula: {hits_formula:.2f}")
print(f"gas collisions per visit, formula: {gas_per_visit:.3f}")
print(f"gas collisions per wall hit, formula: {gas_per_hit:.4f}")
print(f"gas collisions per wall hit, traced: {traced_gas_per_hit:.4f}")
print(f"wall hits per gas collision, formula: {1 / gas_per_hit:.0f}")
print(f"reactor gap: {reactor_gap * 100:.1f} cm")
print(f"Knudsen number of reactor gap: {knudsen_reactor:.5f}")
print(f"regime in reactor gap: {flow_regime(knudsen_reactor)}")
print(f"mean free path at 760 Torr: {free_path_atm * 1e6:.3f} micrometre")
print(f"Knudsen number of trench at 760 Torr: {knudsen_atm:.3f}")
print(f"regime in trench at 760 Torr: {flow_regime(knudsen_atm)}")
print("checks complete")
```

It prints:

```
cross-section: 0.4 nm^2
temperature: 900 K
pressure: 133.322 Pa (1 Torr)
thermal energy kT: 1.2426e-20 J
number density n: 1.0729e+22 m^-3
molecular diameter d: 0.357 nm
diluteness n d^3: 4.87e-07
relative/mean speed, quadrature: 1.4142
square root of 2: 1.4142
counted free path, box units: 0.01503
formula free path, box units: 0.01502
mean free path: 0.1648 mm
mean free path: 164.8 micrometre
value if sqrt(2) is left out: 0.2330 mm
trench width: 1.0 micrometre
trench depth: 10.0 micrometre
Knudsen number of trench: 164.8
regime in trench: free-molecular
width at which Kn = 10: 16.5 micrometre
path per visit, traced: 40.00 micrometre
path per visit, formula: 40.00 micrometre
wall hits per visit, traced: 21.00
wall hits per visit, formula: 21.00
gas collisions per visit, formula: 0.243
gas collisions per wall hit, formula: 0.0116
gas collisions per wall hit, traced: 0.0116
wall hits per gas collision, formula: 86
reactor gap: 5.0 cm
Knudsen number of reactor gap: 0.00330
regime in reactor gap: continuum
mean free path at 760 Torr: 0.217 micrometre
Knudsen number of trench at 760 Torr: 0.217
regime in trench at 760 Torr: transition
checks complete
```
